# Conjugate-gradient coefficients on a quadratic and on a Rayleigh quotient

## Problem

A conjugate-gradient minimizer searches along a direction $d_k$, finds the gradient $g_{k+1}$ at the new point, and forms the next direction from $-g_{k+1}$ and a multiple $\beta_k$ of the old one. Three choices of the multiple are named after Fletcher and Reeves (FR), Polak and Ribière (PR), and Hestenes and Stiefel (HS). With $y_k=g_{k+1}-g_k$ they are

$$
\beta_k^{\rm FR}=\frac{g_{k+1}\cdot g_{k+1}}{g_k\cdot g_k},\qquad
\beta_k^{\rm PR}=\frac{g_{k+1}\cdot y_k}{g_k\cdot g_k},\qquad
\beta_k^{\rm HS}=\frac{g_{k+1}\cdot y_k}{d_k\cdot y_k}.
$$

**(a)** Let $f(x)=\tfrac12 x^{\sf T}Ax-b^{\sf T}x$ with $A$ real, symmetric and positive definite. The first direction is $d_0=-g_0$ and every line search is exact. Show that the three coefficients coincide until the gradient vanishes. Use

$$
A=\begin{pmatrix}2&1&0\\1&3&1\\0&1&4\end{pmatrix},\qquad b=\begin{pmatrix}1\\0\\0\end{pmatrix},\qquad x_0=0
$$

to check the result, and to find out whether the exact search and the choice of $d_0$ are needed.

**(b)** A single real orbital is a unit vector $x$ with energy $\rho(x)=x^{\sf T}Hx$, where $H$ is real and symmetric. Set up an exact line search on the unit sphere. Which of the three coefficients still coincide?

**(c)** For FR, express the downhill slope along the search direction through the gradients met so far. When does the method jam, that is, take tiny steps although the gradient is large? How does PR respond in the same situation?

**(d)** Let $H$ have the six lowest levels of a harmonic oscillator with $\omega=1$ hartree. Start from the level $n=3$ with a small admixture $\epsilon=0.001$ of each other state, and compare the methods.

## Solution

### (a) The quadratic function

The gradient is $g=Ax-b$. A step $x_{k+1}=x_k+\alpha_kd_k$ therefore gives

$$
g_{k+1}=g_k+\alpha_kAd_k,\qquad y_k=\alpha_kAd_k .
$$

An exact search makes the derivative of $f$ along $d_k$ vanish at the new point:

$$
g_{k+1}\cdot d_k=0. \tag{1}
$$

The next direction is $d_{k+1}=-g_{k+1}+\beta_kd_k$. Multiplying it by $g_{k+1}$ and using (1) gives $g_{k+1}\cdot d_{k+1}=-|g_{k+1}|^2$. Since $d_0=-g_0$, the same relation holds at the start, so for every $k$

$$
g_k\cdot d_k=-|g_k|^2. \tag{2}
$$

It follows that $\alpha_k=|g_k|^2/(d_k\cdot Ad_k)$, which is positive while $g_k\ne0$.

The HS denominator is now $d_k\cdot y_k=d_k\cdot g_{k+1}-d_k\cdot g_k=|g_k|^2$, so HS equals PR. The PR numerator is $|g_{k+1}|^2-g_{k+1}\cdot g_k$, so PR equals FR if

$$
g_{k+1}\cdot g_k=0. \tag{3}
$$

This is proved by induction. For $k=0$ it is (1), because $g_0=-d_0$. Now suppose that (3) holds with $k-1$ in place of $k$. Then the three values of $\beta_{k-1}$ agree, and we may use the HS form:

$$
d_k\cdot y_{k-1}=-g_k\cdot y_{k-1}+\beta_{k-1}\,d_{k-1}\cdot y_{k-1}=0 .
$$

Because $y_{k-1}=\alpha_{k-1}Ad_{k-1}$ with $\alpha_{k-1}\neq0$, this says $d_k\cdot Ad_{k-1}=0$: neighbouring directions are conjugate. Hence

$$
g_{k+1}\cdot d_{k-1}=g_k\cdot d_{k-1}+\alpha_k\,d_{k-1}\cdot Ad_k=0+0 ,
$$

where the first zero is (1) for the previous step and the second uses the symmetry of $A$. Finally $g_k=-d_k+\beta_{k-1}d_{k-1}$, so $g_{k+1}$ is orthogonal to both parts of $g_k$. This is (3), and the three coefficients coincide.

**Check.** Here $g_0=(-1,0,0)$ and $d_0=(1,0,0)$. With $Ad_0=(2,1,0)$ the step is $\alpha_0=1/2$, so $g_1=(0,\tfrac12,0)$. It is orthogonal to $g_0$, and all three formulas give $\beta_0=1/4$. Then

$$
d_1=(\tfrac14,-\tfrac12,0),\quad Ad_1=(0,-\tfrac54,-\tfrac12),\quad
\alpha_1=\frac{1/4}{5/8}=\frac25,\quad g_2=(0,0,-\tfrac15),
$$

and all three formulas give $\beta_1=(1/25)/(1/4)=4/25$.

**Inexact search.** Take 9/10 of the first step. Then $g_1=(-\tfrac1{10},\tfrac9{20},0)$ and $y_0=(\tfrac9{10},\tfrac9{20},0)$. The needed products are $|g_1|^2=17/80$, $g_1\cdot y_0=9/80$ and $d_0\cdot y_0=9/10$, so

$$
\beta_0^{\rm FR}=\tfrac{17}{80},\qquad \beta_0^{\rm PR}=\tfrac{9}{80},\qquad \beta_0^{\rm HS}=\tfrac18 .
$$

**Another first direction.** Take $d_0=(2,1,0)$ with an exact search. Now $Ad_0=(5,5,1)$ and $\alpha_0=2/15$, so $g_1=(-\tfrac13,\tfrac23,\tfrac2{15})$. Here $|g_1|^2=43/75$, $g_1\cdot g_0=1/3$ and $d_0\cdot y_0=-d_0\cdot g_0=2$. The coefficients are $43/75$, $6/25$ and $3/25$. Neither condition can simply be dropped.

### (b) The Rayleigh quotient

**Gradient and search.** On the sphere, directions must be tangent, that is, orthogonal to $x$. The derivative of $x^{\sf T}Hx$ is $2Hx$; removing its part along $x$ leaves

$$
g=2(Hx-\rho x).
$$

Let $u=d/|d|$ be the unit search direction, with $u\cdot x=0$. The points reached are those of a great circle,

$$
x(\tau)=x\cos\tau+u\sin\tau,\qquad u(\tau)=\frac{dx}{d\tau}=u\cos\tau-x\sin\tau .
$$

Define the downhill slope $s=-g\cdot u$ and the energy gap $\Delta=u^{\sf T}Hu-\rho$. Since $u\cdot x=0$, we have $g\cdot u=2u^{\sf T}Hx$, so $x^{\sf T}Hu=-s/2$. Therefore

$$
\begin{aligned}
\rho(\tau)&=\rho\cos^2\tau+(\rho+\Delta)\sin^2\tau-s\sin\tau\cos\tau\\
&=\rho+\tfrac12\Delta-\tfrac12\left(\Delta\cos2\tau+s\sin2\tau\right).
\end{aligned}
$$

The last bracket is the scalar product of $(\Delta,s)$ with a unit vector. Its largest value, $\sqrt{\Delta^2+s^2}$, is reached when the two are parallel. The exact search is thus

$$
2\tau=\operatorname{atan2}(s,\Delta),\qquad
\rho-\rho'=\tfrac12\left(\sqrt{\Delta^2+s^2}-\Delta\right), \tag{4}
$$

where atan2 gives the polar angle of the point $(\Delta,s)$, and a prime marks quantities at the new point. For $\Delta>0$ we have $\sqrt{\Delta^2+s^2}\le\Delta+s^2/(2\Delta)$, as squaring shows. The energy drop then obeys

$$
\rho-\rho'\le\frac{s^2}{4\Delta}\qquad(\Delta>0). \tag{5}
$$

**Transport.** The old vectors $g$ and $d$ are tangent at $x$, not at $x'$. Before they are combined with $g'$ they must be mapped to the tangent space at $x'$. We use a map that preserves lengths; the simpler choice of projecting them is discussed at the end of (d). Let $T$ replace the component along $u$ by an equal component along $u'=u(\tau)$, and leave unchanged every vector orthogonal to both $x$ and $u$. It preserves scalar products, and $Td=|d|u'$. The update and the gradient change become

$$
d'=-g'+\beta\,Td,\qquad y=g'-Tg,
$$

and $Td$ replaces $d$ in the HS denominator.

**Comparison.** At the minimum on the circle $d\rho/d\tau=g'\cdot u'=0$, hence $g'\cdot Td=0$. As in (a), this and the steepest-descent start give $g\cdot d=-|g|^2$ at every iterate. Then

$$
Td\cdot y=Td\cdot g'-Td\cdot Tg=0-d\cdot g=|g|^2 .
$$

So HS and PR still coincide, although $\rho$ is not quadratic. For FR,

$$
\beta^{\rm FR}-\beta^{\rm PR}=\frac{g'\cdot Tg}{|g|^2}. \tag{6}
$$

The induction that made successive gradients orthogonal in (a) used a constant matrix $A$ in $y=\alpha Ad$. It is not available here, and in general FR differs from the other two.

### (c) Why FR can jam

From $g\cdot d=-|g|^2$ the slope is

$$
s=-\frac{g\cdot d}{|d|}=\frac{|g|^2}{|d|}. \tag{7}
$$

If $\theta$ is the angle between $d$ and $-g$, then $s=|g|\cos\theta$. The two parts of $d'$ are orthogonal, so for FR

$$
|d'|^2=|g'|^2+\frac{|g'|^4}{|g|^4}|d|^2 .
$$

Divide by $|g'|^4$ and use (7) at both points:

$$
\frac1{s'^2}=\frac1{|g'|^2}+\frac1{s^2}.
$$

At the start $s_0=|g_0|$. Adding up the steps gives

$$
s_k=\left(\sum_{j=0}^{k}\frac1{|g_j|^2}\right)^{-1/2}\le\min_{j\le k}|g_j| . \tag{8}
$$

The slope available to FR never exceeds the smallest gradient met since the start. If the gradients shrink at each step at least by a factor $q<1$, the sum in (8) is at most $|g_k|^{-2}/(1-q^2)$. Then $\cos^2\theta_k\ge1-q^2$, and the memory is harmless. If instead a tiny gradient is followed by a large one, the tiny one dominates the sum: $s_k$ stays tiny and $\theta_k$ is close to $90^\circ$. By (5), each energy drop is then of second order in that tiny gradient, as long as $\Delta$ is positive and not itself small. This is the jam studied below. A milder loss needs no tiny gradient: if all gradients have a similar size, (8) gives $\cos\theta_k\approx(k+1)^{-1/2}$. It makes FR slow, but it cannot last for ever. Let $W$ be the spread of the eigenvalues of $H$, so that $|\Delta|\le W$. By (4) the drop equals $s^2/\big(2(\sqrt{\Delta^2+s^2}+\Delta)\big)$, and with $s\le|g_0|$ it is at least $s^2/\big(4\sqrt{W^2+|g_0|^2}\big)$. If every gradient stayed above some $\gamma>0$, (8) would give $s_k^2\ge\gamma^2/(k+1)$, and the drops would add up to infinity, whereas the energy cannot fall by more than $W$. In exact arithmetic FR therefore reaches any gradient threshold in the end; the argument does not say at which stationary point.

A small gradient followed by a large one is easily met with orbitals. Every eigenvector of $H$ is a stationary point of $\rho$, so a start near an excited orbital has a small gradient far above the ground-state energy.

**The response of PR.** In a jam the step is tiny, so $g'\approx Tg$. Then $\beta^{\rm FR}\approx1$ keeps the poor direction, whereas the PR numerator $g'\cdot y$ is small. To see whether it is small enough, we need the size of $y$.

Follow the gradient along the great circle in the moving frame made of $u(\tau)$ and fixed unit vectors $e$ orthogonal to $x$ and $u$. Its components are $2u(\tau)^{\sf T}Hx(\tau)$ and $2e^{\sf T}Hx(\tau)$. With $dx/d\tau=u$ and $du/d\tau=-x$, their derivatives are

$$
2\left(u^{\sf T}Hu-x^{\sf T}Hx\right)\quad\text{and}\quad 2e^{\sf T}Hu .
$$

These are the tangent components of $2(H-\rho)u$; leaving out its part along $x$ can only shorten the vector. Since $\rho$ lies between the smallest and largest eigenvalues of $H$, whose difference is $W$, $|(H-\rho)u|\le W$. The transport $T$ keeps components fixed in this frame, so integration gives $|y|\le2W\tau$.

For PR, the ratio of the two orthogonal parts of $d'$ is

$$
\tan\theta'=\frac{|\beta^{\rm PR}||d|}{|g'|}
=\frac{|g'\cdot y|\,|d|}{|g'||g|^2}\le\frac{|y|}{s},
$$

where (7) was used. If $\Delta>0$, then $2\tau<\pi/2$ and $\tau\le\tfrac12\tan2\tau=s/(2\Delta)$. The slope cancels:

$$
\tan\theta'\le\frac{W}{\Delta}\qquad(\Delta>0). \tag{9}
$$

However poor the old direction was, the next one is held away from $90^\circ$ by an amount independent of $s$. The bound is weak when $\Delta\ll W$, says nothing when $\Delta\le0$, and is not a proof of global convergence.

### (d) An orbital started near an excited level

In the eigenvector basis $H$ is diagonal with entries $n+\tfrac12$ hartree, $n=0,\dots,5$, so $W=5$ hartree. The unnormalized start is $(\epsilon,\epsilon,\epsilon,1,\epsilon,\epsilon)$. The six levels define the model; the higher oscillator states are left out. The sign of the first gap found below depends on this cut: the same leading-order formula gives $\Delta_0=0$ for seven levels and $\Delta_0=64/44\approx+1.455$ hartree for eight, where the first step is small and the leap comes one step later.

**The leap.** To leading order in $\epsilon$, the gradient components are $2\epsilon(n-3)$, so

$$
|g_0|\approx2\epsilon\sqrt{9+4+1+0+1+4}=2\epsilon\sqrt{19}\approx0.00872\ \text{hartree}.
$$

The first unit direction is $u_0\approx(3,2,1,0,-1,-2)/\sqrt{19}$. Its gap is

$$
\Delta_0\approx\frac{\sum_n(n-3)^3}{19}=\frac{-27-8-1+0+1+8}{19}=-\frac{27}{19}\approx-1.421\ \text{hartree}.
$$

The direction has a lower energy than the starting orbital, and the slope $s_0=|g_0|$ is tiny compared with $|\Delta_0|$. By (4), $2\tau\approx\pi-s_0/|\Delta_0|$, so the exact search turns almost all the way to it, by $89.824^\circ$. The energy falls from 3.500 to 2.079 hartree, and the gradient grows to 4.017 hartree.

The first FR coefficient is $(4.0166/0.008718)^2\approx2.12\times10^5$. PR gives the same value to the six digits printed. The agreement is exact: $d_0=-g_0$ gives $Tg_0=-Td_0$, and the exact search makes $g_1\cdot Td_0=0$, so the difference (6) vanishes at the first step. Both methods therefore leave the new point in the same poor direction, at $89.876^\circ$ to steepest descent. This does not contradict (9), because $\Delta_0<0$.

**The next step.** The direction is now almost the old orbital $n=3$, seen from the new point. Its gap is $1.42105$ hartree and its slope $0.008718$ hartree. The bound (5) gives

$$
\frac{(0.008718)^2}{4\times1.42105}\approx1.337\times10^{-5}\ \text{hartree},
$$

and the actual drop agrees with it to the digits shown. Here the methods part. On the FR path the next coefficients are $\beta_1^{\rm FR}=1$ to the printed precision and $\beta_1^{\rm PR}=3.4\times10^{-6}$.

| $k$ | FR energy (hartree) | FR $\theta_k$ | PR energy (hartree) | PR $\theta_k$ |
|---:|---:|---:|---:|---:|
| 1 | 2.07894 | 89.876° | 2.07894 | 89.876° |
| 2 | 2.07893 | 89.876° | 2.07893 | 0.091° |
| 3 | 2.07891 | 89.876° | 0.77929 | 15.480° |
| 5 | – | – | 0.51454 | 20.185° |
| 10 | 2.07882 | 89.876° | 0.50000 | 26.195° |

A dash marks a value that was not printed.

PR loses one step and then recovers. Its new angle has $\tan\theta_2=0.0016$, far below the bound $W/\Delta_1=5/1.42105\approx3.52$. The reason is special to this start. The direction $u_1$ is the eigenvector $n=3$ up to a part of order $\epsilon$, so $(H-\rho)u_1$ is parallel to $u_1$ up to that order. Since $\tau$ is also of order $\epsilon$, $y$ lies along $u'$ apart from a part of order $\epsilon^2$. The new gradient is orthogonal to $u'$, so $g'\cdot y$ is of order $\epsilon^2$. Dividing by $s|g'|$, which is of order $\epsilon$, leaves $\tan\theta_2$ of order $\epsilon$.

FR stays where it is. From iterate 1 to iterate 100 its energy falls by only $1.28\times10^{-3}$ hartree. At iterate 100 it is 2.0777 hartree, still 1.578 hartree above the ground level of 0.5 hartree. The average drop per step is about $1.3\times10^{-5}$ hartree, and by (5) and (8) it is at most of order $\epsilon^2$ at a fixed positive gap. A stopping rule that accepts an energy change of this size would mistake the jam for convergence; the gradient, 3.83 hartree at iterate 99, shows that it is not.

**Restarting.** Setting $\beta=0$ makes $d=-g$ and starts the sum in (8) afresh, which removes the memory of $g_0$. A natural interval is five steps, the dimension of the tangent space. The numbers of steps needed to reach $|g|<10^{-6}$ hartree for $\epsilon=0.001$ are 14 for PR, 14 for HS and 15 for FR with this restart.

**Dependence on the start.** Without restarts, and with at most 20,000 steps allowed, the counts to the same threshold are:

| $\epsilon$ | FR | PR |
|---:|---:|---:|
| 0.1 | 876 | 16 |
| 0.01 | not reached | 15 |
| 0.001 | not reached | 14 |

The trend agrees with (5) and (8): the slope allowed to FR is at most $|g_0|\approx2\sqrt{19}\,\epsilon$ in hartree, so at a fixed positive gap the energy drop per step is at most of order $\epsilon^2$. The entries "not reached" refer to the cap; by the argument in (c), in exact arithmetic FR reaches the threshold after more steps. For $\epsilon=0.01$ it does so at the ground level after about $8.9\times10^4$ steps, roughly 100 times the count for $\epsilon=0.1$.

**Dependence on the transport.** The law (8) uses $|Td|=|d|$. If the old direction is merely projected onto the new tangent space, it becomes $|d|\cos\tau\,u'$, and the recursion reads $1/s'^2=1/|g'|^2+\cos^2\tau/s^2$, so a turn by almost $90^\circ$ erases most of the memory. In the six-level example $\cos\tau_0\approx s_0/(2|\Delta_0|)$, hence $\tan\theta_1\approx|g_1|/(2|\Delta_0|)\approx1.41$ and $\theta_1\approx54.7^\circ$; FR then needs 68 steps for $\epsilon=0.001$. The jam tabulated above therefore belongs to the length-preserving transport. Projection is no general cure: with seven levels and the same start, FR with projection has not reached the threshold after 1500 steps.

The numerical check tests the coefficient identities, the slope law (8) and the bounds (5) and (9) along the computed paths.

## Table of computed values

```
Quadratic: A = [[2, 1, 0], [1, 3, 1], [0, 1, 4]]  b = [1, 0, 0]  x0 = 0 (dimensionless)
beta_0 FR, PR, HS: 1/4, 1/4, 1/4
beta_1 FR, PR, HS: 4/25, 4/25, 4/25
beta_0 with 9/10 of exact step FR, PR, HS: 17/80, 9/80, 1/8
beta_0 with d0 = (2,1,0) FR, PR, HS: 43/75, 6/25, 3/25
Oscillator levels (hartree): [0.5 1.5 2.5 3.5 4.5 5.5]  width: 5.0
Start: level n=3, admixture epsilon = 0.001
gap at step 0: -1.42104 hartree, rotation 89.824 deg
FR: k, energy (hartree), |g| (hartree), theta (deg)
    0 3.49999700 0.008718 0.0000
    1 2.07893933 4.016562 89.8756
    2 2.07892595 4.016567 89.8756
    3 2.07891259 4.016528 89.8756
   10 2.07881903 4.015059 89.8756
   50 2.07828978 3.967475 89.8741
   99 2.07767124 3.830356 89.8696
PR: k, energy (hartree), |g| (hartree), theta (deg)
    0 3.49999700 0.008718 0.0000
    1 2.07893933 4.016562 89.8756
    2 2.07892595 4.016567 0.0907
    3 0.77928783 1.112377 15.4795
    4 0.58082430 0.827275 34.0289
    5 0.51453849 0.347243 20.1855
   10 0.50000006 0.000772 26.1950
Coefficients on the FR path (dimensionless): k, FR, PR, HS
  0 212275 212275 212275
  1 1 3.43601e-06 3.43601e-06
  2 0.999981 -7.24043e-06 -7.24043e-06
FR step 1: slope 0.008718, gap 1.42105 hartree
  energy drop 1.3370e-05, bound 1.3370e-05 hartree
PR after step 1: tan(theta) = 0.0016, bound 3.5185
FR energy after 100 steps: 2.077659 hartree
FR total drop, steps 1 to 99: 1.2802e-03 hartree
Steps to |g| < 1e-6 hartree: PR 14  HS 14  FR restarted every 5: 15
PR final energy: 0.5000000000 hartree
Steps to |g| < 1e-6 hartree, cap 20000: epsilon, FR, PR
  0.1  876  16
  0.01  not reached  15
  0.001  not reached  14
```
